# Thermal Stress in a Free Disc with a Parabolic Temperature Profile, part 1

(Sections cited here and not found follow in the second part.)

## First half: the stress in the plane of the disc

### Definitions and conventions

The disc has radius $R$ and thickness $h\ll R$. Its material is homogeneous, isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and linear expansion coefficient $\alpha$, all taken as constant. Position in the plane is given by the distance $r$ from the centre and an azimuth $\theta$, and I write $x=r/R$. The temperature $T(r)$ does not vary through the thickness. It is measured from the uniform temperature at which the disc is free of stress, so that an unconstrained piece at temperature $T$ has the strain $\alpha T$ in every direction.

The radial stress is $\sigma_r$ and the hoop stress, which acts along the circumference, is $\sigma_\theta$. Tension is positive and compression negative. "Free" means that no force acts on the faces or on the rim, so $\sigma_r(R)=0$. The disc is also assumed to stay flat; the second half finds when it does.

The profile of interest falls from centre to rim by $\Delta T>0$:

$$T(r)=T_0-\Delta T\,\frac{r^2}{R^2}.$$

The claim is that the centre is under compression $\alpha E\Delta T/4$ and the rim under hoop tension $\alpha E\Delta T/2$.

Because the faces carry no force and the disc is thin, the stress normal to the faces is set to zero throughout. This is the plane-stress assumption. Hooke's law with thermal strain then reads

$$\varepsilon_r=\frac{\sigma_r-\nu\sigma_\theta}{E}+\alpha T,\qquad \varepsilon_\theta=\frac{\sigma_\theta-\nu\sigma_r}{E}+\alpha T. \tag{1}$$

### A simple case: a narrow cold ring

Let the disc be at one temperature, except for a ring of width $\delta\ll R$ at the rim that is colder by $\Delta T$. Cut loose, the ring would shrink to a smaller radius than the core it surrounds. Since it is attached, it is stretched, and it squeezes the core.

Let the ring carry hoop tension $\sigma$ and press on the core with pressure $p$. Cut the ring along a diameter. The two cut ends pull on the half ring with force $2\sigma\delta h$, and the core pushes the half ring the other way with force $2Rhp$. Balance gives

$$p=\sigma\,\frac{\delta}{R}.$$

The core is squeezed equally from all sides, so both its stresses are $-p$, and by (1) its elastic strain is $-(1-\nu)p/E$. The ring and the core must have the same hoop strain where they join. To leading order in $\delta/R$ the radial stress inside the ring, which is of size $p$, can be dropped beside $\sigma$. With the core temperature called $T_1$,

$$\frac{\sigma}{E}+\alpha(T_1-\Delta T)=-\frac{(1-\nu)p}{E}+\alpha T_1 .$$

The term in $p$ is smaller than the first by a factor of order $\delta/R$. Hence, to leading order,

$$\sigma=\alpha E\Delta T,\qquad p=\alpha E\Delta T\,\frac{\delta}{R}. \tag{2}$$

A cold rim is in tension and a hot centre in compression. The narrow ring carries almost the whole mismatch, because it is too weak to compress the core noticeably. In a smooth profile the mismatch is shared, and finding the shares requires the full field.

### Any radial profile

**Force balance.** Consider the element between $r$ and $r+dr$ that subtends a small angle $d\theta$. The radial stress acts on curved sides of length $r\,d\theta$, so its net outward force per unit thickness is $d(r\sigma_r)\,d\theta$. The hoop stress acts on two straight sides of length $dr$. These sides are tilted against each other by $d\theta$, so together they pull inward with force $\sigma_\theta\,dr\,d\theta$. The sum vanishes:

$$\sigma_\theta=\frac{d(r\sigma_r)}{dr}=\sigma_r+r\sigma_r'. \tag{3}$$

The prime means $d/dr$.

**Compatibility.** Let $u(r)$ be the radial displacement. A radial line element is stretched by $\varepsilon_r=u'$. A circle of radius $r$ becomes one of radius $r+u$, so $\varepsilon_\theta=u/r$. Both strains come from the same $u=r\varepsilon_\theta$, which requires

$$\varepsilon_r=(r\varepsilon_\theta)'=\varepsilon_\theta+r\varepsilon_\theta'.$$

Insert (1) and multiply by $E$:

$$\sigma_r-\nu\sigma_\theta+\alpha ET=\sigma_\theta-\nu\sigma_r+\alpha ET+r(\sigma_\theta'-\nu\sigma_r'+\alpha ET').$$

The terms $\alpha ET$ cancel. Collecting the undifferentiated stresses on the left gives

$$(1+\nu)(\sigma_r-\sigma_\theta)=r(\sigma_\theta'-\nu\sigma_r'+\alpha ET').$$

By (3), $\sigma_r-\sigma_\theta=-r\sigma_r'$. Substitute this and divide by $r$:

$$-(1+\nu)\sigma_r'=\sigma_\theta'-\nu\sigma_r'+\alpha ET'.$$

The two terms $-\nu\sigma_r'$ cancel, and with them the Poisson ratio leaves the problem:

$$(\sigma_r+\sigma_\theta)'=-\alpha ET'. \tag{4}$$

**Integration.** One integration gives $\sigma_r+\sigma_\theta=C-\alpha ET$ with a constant $C$. From (3), the sum of the stresses is also

$$\sigma_r+\sigma_\theta=2\sigma_r+r\sigma_r'=\frac{(r^2\sigma_r)'}{r}.$$

Multiply by $r$ and integrate from the centre. The quantity $r^2\sigma_r$ vanishes there because the stress is finite, so

$$r^2\sigma_r=\frac{Cr^2}{2}-\alpha E\int_0^r T(s)\,s\,ds .$$

The integral is best expressed through the area mean of the temperature inside radius $r$,

$$\bar T(r)=\frac{1}{\pi r^2}\int_0^r T(s)\,2\pi s\,ds=\frac{2}{r^2}\int_0^r T(s)\,s\,ds .$$

Thus $\sigma_r=\tfrac12[C-\alpha E\bar T(r)]$. The free rim requires $C=\alpha ET_m$, where $T_m=\bar T(R)$ is the mean over the whole disc. The hoop stress follows by subtracting $\sigma_r$ from $C-\alpha ET$:

$$\sigma_r=\frac{\alpha E}{2}\left[T_m-\bar T(r)\right],\qquad
\sigma_\theta=\alpha E\left[\frac{T_m+\bar T(r)}{2}-T(r)\right]. \tag{5}$$

At the centre $\bar T(0)=T(0)$, and at the rim $\bar T(R)=T_m$. Therefore

$$\sigma_r(0)=\sigma_\theta(0)=\frac{\alpha E}{2}[T_m-T(0)],\qquad \sigma_\theta(R)=\alpha E[T_m-T(R)]. \tag{6}$$

The sum of the two stresses is everywhere $\alpha E(T_m-T)$. At the centre, symmetry divides this sum equally between two components. At the rim the radial component is zero, and the hoop component takes all of it. This is the origin of the different prefactors in (6).

**Test on limits.** A uniform temperature gives zero stress, as it must for a free body. Adding a constant to $T$ changes nothing, so the choice of reference temperature does not affect the stress. For the narrow cold ring, the ring occupies the area fraction $2\delta/R$ to leading order, so $T_m=T_1-2\Delta T\,\delta/R$. Equation (6) then gives a central stress $-\alpha E\Delta T\,\delta/R$ and a rim stress $\alpha E\Delta T(1-2\delta/R)$, which agree with (2) to leading order.

### The parabola

For the parabolic profile,

$$\bar T(r)=\frac{2}{r^2}\int_0^r\left(T_0-\Delta T\frac{s^2}{R^2}\right)s\,ds
=\frac{2}{r^2}\left(\frac{T_0r^2}{2}-\frac{\Delta T\,r^4}{4R^2}\right)=T_0-\frac{\Delta T}{2}x^2 .$$

At $x=1$ this is $T_m=T_0-\Delta T/2$: the mean lies halfway between the centre and rim temperatures. Insert both into (5). The radial stress is

$$\sigma_r=\frac{\alpha E}{2}\left(-\frac{\Delta T}{2}+\frac{\Delta T}{2}x^2\right)=-\frac{\alpha E\Delta T}{4}(1-x^2). \tag{7}$$

In the hoop stress the terms in $T_0$ cancel, and

$$\sigma_\theta=\alpha E\Delta T\left(-\frac14-\frac{x^2}{4}+x^2\right)=-\frac{\alpha E\Delta T}{4}(1-3x^2). \tag{8}$$

Setting $x=0$ and $x=1$ gives the two results:

$$\boxed{\sigma_r(0)=\sigma_\theta(0)=-\frac{\alpha E\Delta T}{4},\qquad \sigma_\theta(R)=+\frac{\alpha E\Delta T}{2}.}$$

The radial stress is compressive everywhere inside the rim. The hoop stress changes sign at $r=R/\sqrt3$. Integrated along a radius, it must vanish, since no outside force pulls the two halves of the disc apart, and indeed

$$\int_0^1(1-3x^2)\,dx=1-1=0 .$$

If the rim is hotter than the centre, $\Delta T$ is negative and every stress changes sign.

**Check through the displacement.** From $u/r=\varepsilon_\theta$, with (1), (7) and (8),

$$\frac{u}{r}=\alpha T_0-\frac{\alpha\Delta T}{4}\left[(1-\nu)+(1+\nu)x^2\right].$$

Multiplying by $r$ and differentiating turns $x^2$ into $3x^2$:

$$u'=\alpha T_0-\frac{\alpha\Delta T}{4}\left[(1-\nu)+3(1+\nu)x^2\right].$$

Hooke's law for the radial strain gives

$$\frac{\sigma_r-\nu\sigma_\theta}{E}+\alpha T=\alpha T_0+\frac{\alpha\Delta T}{4}\left[-(1-x^2)+\nu(1-3x^2)-4x^2\right],$$

and the bracket equals $-(1-\nu)-3(1+\nu)x^2$, so the two expressions agree. The displacement does depend on $\nu$, although the stress does not. At the rim the bracket in $u/r$ equals 2, and $u(R)/R=\alpha T_m$: the free disc grows as if it were all at its mean temperature.

A numerical test used no stress formula. It minimised the elastic energy over polynomial displacements for $\nu=0$, $0.2$ and $0.45$. At six radii from centre to rim, both stresses agreed with (7) and (8) to within $10^{-5}\alpha E\Delta T$.

**How much depends on the parabola.** Take $T=T_0-\Delta T\,x^m$ with $m>0$. Its mean is $T_m=T_0-2\Delta T\int_0^1x^{m+1}dx=T_0-2\Delta T/(m+2)$, and (6) gives

$$\sigma_r(0)=-\frac{\alpha E\Delta T}{m+2},\qquad \sigma_\theta(R)=\frac{m}{m+2}\,\alpha E\Delta T .$$

The parabola, $m=2$, gives $1/4$ and $1/2$. A flatter centre with a steeper edge, $m=4$, gives $1/6$ and $2/3$; energy minimisation reproduced these two values as well. As $m\to\infty$ the temperature drop is confined to the rim, and the factors tend to 0 and 1, as for the narrow ring. As $m\to0$ the hot region shrinks to a point, and they tend to $1/2$ and 0. The centre-to-rim difference and the material constants alone therefore do not fix the stress; the profile shape must be known too.

### A silicon wafer

Take a (001) silicon wafer with $R=150$ mm and $h=0.775$ mm, near 1000 °C, with its rim 10 K colder than its centre. Rough typical constants at that temperature are $E=135$ GPa, $\nu=0.2$ and $\alpha=4.4\times10^{-6}$ K$^{-1}$. Then

$$\alpha E\Delta T=(4.4\times10^{-6})(135\,000\ \text{MPa})(10)=5.94\ \text{MPa}.$$

The centre is under compression $5.94/4\approx1.5$ MPa ($1.5\times10^7$ dyn/cm²), and the rim under hoop tension $5.94/2\approx3.0$ MPa ($3.0\times10^7$ dyn/cm²). The hoop stress vanishes at $150/\sqrt3\approx87$ mm.

At this temperature silicon can yield by slip on $\{111\}$ planes along $\langle110\rangle$ directions. What drives slip is the shear stress resolved on such a system, $\tau=|\mathbf n\cdot\boldsymbol\sigma\mathbf b|$, where $\mathbf n$ is the unit plane normal, $\mathbf b$ the unit slip direction, and $\mathbf n\cdot\mathbf b=0$.

At the centre the stress is $-p$ in both in-plane directions and zero along the wafer normal $z$, so $\boldsymbol\sigma\mathbf b=-p(\mathbf b-b_z\hat{\mathbf z})$ and $\tau=p|n_zb_z|$. With $|n_z|=1/\sqrt3$ and $|b_z|=1/\sqrt2$ this is $p/\sqrt6\approx0.61$ MPa.

At the rim there is a single tension $s$ along the tangent $\mathbf t$, so $\tau=s|(\mathbf n\cdot\mathbf t)(\mathbf b\cdot\mathbf t)|$. Let $\mathbf t=(\cos\beta,\sin\beta,0)$, $\mathbf n=(1,1,1)/\sqrt3$ and $\mathbf b=(1,0,-1)/\sqrt2$:

$$\frac{\tau}{s}=\frac{|\cos\beta(\cos\beta+\sin\beta)|}{\sqrt6}=\frac{|1+\cos2\beta+\sin2\beta|}{2\sqrt6}\le\frac{1+\sqrt2}{2\sqrt6}\approx0.493 .$$

The maximum lies at $\beta=22.5°$. A direction with no $z$ component, such as $\mathbf b=(1,-1,0)/\sqrt2$, gives $|\cos2\beta|/\sqrt6\le0.41$, which is less. The remaining systems follow by symmetry.

The rim value is $0.493\times2.97\approx1.5$ MPa. A scan of all twelve systems over the wafer, in steps of $R/100$ and $0.5°$, found no larger value inside. In this model the most heavily loaded places are therefore eight points on the rim, each $22.5°$ from the nearest $\langle100\rangle$ direction.

## Second half: thickness, crystal, weight and buckling

### Symbols and results carried over

The disc has radius $R$, thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and expansion coefficient $\alpha$; $x=r/R$, and tension is positive. For a temperature falling as $\Delta T\,x^2$, the free flat disc has

$$\sigma_r=-\frac{\alpha E\Delta T}{4}(1-x^2),\qquad \sigma_\theta=-\frac{\alpha E\Delta T}{4}(1-3x^2). \tag{9}$$

The example is a silicon wafer near 1000 °C with $R=150$ mm, $h=0.775$ mm, $E=135$ GPa, $\nu=0.2$, $\alpha=4.4\times10^{-6}$ K$^{-1}$ and $\Delta T=10$ K. It has $\alpha E\Delta T=5.94$ MPa, central compression 1.5 MPa and rim tension 3.0 MPa. Several of the assumptions behind these numbers are now relaxed in turn.

### Finite thickness

Let $z$ be the height above the mid-plane. By (9), $\sigma_r+\sigma_\theta=\alpha E\Delta T(x^2-\tfrac12)$. The strain along $z$ is $-\nu(\sigma_r+\sigma_\theta)/E+\alpha T$, whose part varying with $r$ is $-(1+\nu)\alpha\Delta T\,x^2$. The colder outer region is thinner, so the vertical displacement $w_z$ has the slope

$$\frac{\partial w_z}{\partial r}=-2(1+\nu)\alpha\Delta T\,\frac{rz}{R^2}.$$

Free faces carry no shear stress. Take it to vanish between them too, so that $\partial u/\partial z+\partial w_z/\partial r=0$; this is consistent, because the extra stress found below does not vary in the plane and so leaves the force balance intact. The radial displacement must therefore contain the extra term $(1+\nu)\alpha\Delta T\,rz^2/R^2$. This is an equal strain $(1+\nu)\alpha\Delta T\,z^2/R^2$ in both in-plane directions, and by Hooke's law it brings a stress $E/(1-\nu)$ times as large. A uniform stretch of the disc removes the thickness average, since $z^2$ averages to $h^2/12$:

$$\sigma_{\rm extra}=\frac{1+\nu}{1-\nu}\,\alpha E\Delta T\,\frac{z^2-h^2/12}{R^2}.$$

What remains at the rim is a traction with no net force or moment, whose effect dies away within a distance of order $h$. At the centre of the mid-plane, dividing by $-\alpha E\Delta T/4$ gives the relative change

$$\frac{1+\nu}{1-\nu}\,\frac{h^2}{3R^2}. \tag{10}$$

A three-dimensional energy minimisation for a thick disc, $h/R=0.2$ and $\nu=0.2$, agreed with (10), which is there 2%, to within a tenth of that shift. For the wafer (10) is $1.3\times10^{-5}$, so plane stress is well justified.

For a free, flat disc with a parabolic temperature fall $\Delta T$, the centre is under compression $\alpha E\Delta T/4$ and the rim under hoop tension $\alpha E\Delta T/2$, and for the example wafer the correction for finite thickness is negligible. It remains to examine one-sided heating, the cubic crystal, and the effects of weight and buckling, including when the disc stays flat.

Numerical values quoted here were computed with a short program.
